\section*{Do more collisions always mean more ohmic heating in an rf discharge?}

\section*{Question}

I am trying to understand how electrons are heated in the bulk of a capacitive oxygen discharge driven at 13.56 MHz. An electron that never collides swings back and forth in the rf field and gives back in one part of the cycle what it took in another, so collisions are needed for any net heating. I concluded that a higher gas pressure, which means more collisions, must give more ohmic heating.

Then I thought of a dc conductor. At a given field its Joule heating is $\sigma E^2$, and collisions lower $\sigma$. That argument says that more collisions give \emph{less} heating. Both arguments look sound to me. If I hold the amplitude of the bulk field and the electron density fixed and change only the collision frequency, which one is right, and at what pressure would it matter?

\section*{Answer}

Each argument is right in its own range. To find where one gives way to the other, we need the electron velocity, and in particular the part of it that is in phase with the force.

\subsection*{The mean velocity of the electrons}

Let the bulk field be uniform, $E(t)=E_0\cos\omega t$, where $E_0$ is the peak value and not the rms value. The electrons have charge $-e$, mass $m$, uniform density $n$ and mean velocity $u(t)$ along the field. They scatter isotropically from much heavier molecules. A collision then leaves an electron with zero velocity on average. If the chance of a collision in a time $dt$ is $\nu\,dt$ whatever the electron's speed, the mean velocity is lost at the rate $\nu u$, and
\begin{equation}
m\frac{du}{dt}=-eE_0\cos\omega t-m\nu u .
\label{eq:motion}
\end{equation}
Here $\nu$ is the momentum-transfer collision frequency, in s$^{-1}$, and $\omega$ is in rad/s.

Any initial velocity decays as $e^{-\nu t}$. What remains oscillates at the drive frequency, so we put $u=A\cos\omega t+B\sin\omega t$ into \eqref{eq:motion}, divide by $m$, and equate the coefficients of cosine and sine:
\begin{align}
\omega B&=-\frac{eE_0}{m}-\nu A, & -\omega A&=-\nu B .
\end{align}
The second equation gives $B=\omega A/\nu$. Inserted in the first, it gives $A(\omega^2/\nu+\nu)=-eE_0/m$, and therefore
\begin{equation}
A=-\frac{eE_0}{m}\,\frac{\nu}{\nu^2+\omega^2},\qquad
B=-\frac{eE_0}{m}\,\frac{\omega}{\nu^2+\omega^2}.
\label{eq:AB}
\end{equation}
The velocity amplitude is
\begin{equation}
u_0=\sqrt{A^2+B^2}=\frac{eE_0}{m\sqrt{\nu^2+\omega^2}} .
\label{eq:u0}
\end{equation}
Equivalently, $u=-u_0\cos(\omega t-\varphi)$ with $\tan\varphi=B/A=\omega/\nu$. The velocity lags the force $-eE$ by $\varphi$. With few collisions the lag approaches $90^\circ$; with many it approaches zero.

\subsection*{The absorbed power and its maximum}

The field does work on the electrons at the rate $-enuE$ per unit volume. Over a cycle $\cos^2\omega t$ averages to $1/2$ and $\sin\omega t\cos\omega t$ to zero, so only $A$ contributes:
\begin{equation}
P=-\frac{enE_0A}{2}=\frac{ne^2E_0^2}{2m}\,\frac{\nu}{\nu^2+\omega^2}.
\label{eq:P}
\end{equation}
Your two arguments are its two limits:
\begin{equation}
P\simeq\frac{ne^2E_0^2\,\nu}{2m\omega^2}\quad(\nu\ll\omega),\qquad
P\simeq\frac{ne^2E_0^2}{2m\nu}\quad(\nu\gg\omega).
\end{equation}
In the first, collisions bring the velocity partly into phase with the force, and heating grows with $\nu$. In the second, the velocity is already nearly in phase, and more collisions merely reduce it. This is the dc result $ne^2E^2/(m\nu)$ with $E^2$ replaced by its cycle average $E_0^2/2$.

To find the turning point, differentiate at fixed $n$, $E_0$ and $\omega$:
\begin{equation}
\frac{dP}{d\nu}=\frac{ne^2E_0^2}{2m}\,
\frac{(\nu^2+\omega^2)-2\nu^2}{(\nu^2+\omega^2)^2}
=\frac{ne^2E_0^2}{2m}\,\frac{\omega^2-\nu^2}{(\nu^2+\omega^2)^2}.
\end{equation}
The slope is positive for $\nu<\omega$ and negative for $\nu>\omega$. The absorption therefore has a single maximum,
\begin{equation}
\nu=\omega,\qquad P_{\max}=\frac{ne^2E_0^2}{4m\omega},
\label{eq:max}
\end{equation}
where the lag is $45^\circ$. A numerical search that integrates \eqref{eq:motion} in time for trial values of $\nu/\omega$ between 0.3 and 3 finds the largest power at $\nu/\omega=1.000$.

With $x=\nu/\omega$, dividing \eqref{eq:P} by \eqref{eq:max} gives
\begin{equation}
\frac{P}{P_{\max}}=\frac{2x}{1+x^2}.
\label{eq:shape}
\end{equation}
Replacing $x$ by $1/x$ leaves this unchanged, so half the optimum collision frequency is as good as twice the optimum. The power is half its maximum when $x^2-4x+1=0$, that is, at $x=2\pm\sqrt3=0.268$ and $3.732$. The peak is broad.

The condition $\nu=\omega$ is a maximum in $\nu$, not in $\omega$. At fixed $\nu$ and $E_0$, equation \eqref{eq:P} falls steadily as the frequency is raised.

\subsection*{The same result, one flight at a time}

Consider an electron that leaves a collision at time $t_0$ with velocity $\mathbf v_0$ and flies freely for a time $\tau$. The field changes its velocity by
\begin{equation}
\Delta v=-\frac{eE_0}{m\omega}\left[\sin\omega(t_0+\tau)-\sin\omega t_0\right].
\end{equation}
Its energy changes by $m\,v_{0\parallel}\Delta v+\tfrac12m(\Delta v)^2$, where $v_{0\parallel}$ is the component of $\mathbf v_0$ along the field. The first term averages to zero because the scattering was isotropic. For the second, the bracket equals $2\cos(\omega t_0+\omega\tau/2)\sin(\omega\tau/2)$. Collisions occur at all phases of the field with equal probability, so the squared cosine averages to $1/2$, and the squared bracket to $2\sin^2(\omega\tau/2)=1-\cos\omega\tau$.

The flight times are distributed as $\nu e^{-\nu\tau}$, for which $\cos\omega\tau$ has the mean $\nu^2/(\nu^2+\omega^2)$. The mean energy gained per flight is therefore
\begin{equation}
W=\frac{e^2E_0^2}{2m\omega^2}\left(1-\frac{\nu^2}{\nu^2+\omega^2}\right)
=\frac{e^2E_0^2}{2m(\nu^2+\omega^2)} .
\label{eq:W}
\end{equation}
There are $n\nu$ flights per unit volume and time, and $n\nu W$ is again \eqref{eq:P}.

This shows what a collision does. It ends one flight, so that the energy gained is not handed back later in the cycle, and it starts another. More collisions mean more flights, but also shorter ones, in which the field has less time to act. From \eqref{eq:W}, $d\ln W/d\ln\nu=-2\nu^2/(\nu^2+\omega^2)$. At $\nu=\omega$ this is $-1$: a one per cent increase in the number of flights is cancelled, to first order, by a one per cent drop in the gain of each.

A Monte Carlo simulation tests this picture. It follows 100\,000 electrons, started at rest at random phases, through 40 flights each, with elastic isotropic scattering between flights. For $\nu/\omega=0.3$, 1 and 3, the gain per flight is 0.917, 0.500 and 0.100 of its collisionless limit $e^2E_0^2/(2m\omega^2)$. Going from $\nu=\omega$ to $3\omega$ triples the number of flights but divides the gain by five, so the power falls to $3/5$. In all three cases the simulated power agrees with \eqref{eq:P} within the statistical error of about 0.3\%.

\subsection*{If the current is fixed instead}

Multiply \eqref{eq:motion} by $u$ and average over a cycle. The left side is the average of $d(mu^2/2)/dt$, which vanishes for a periodic motion. Hence $-e\langle uE\rangle=m\nu\langle u^2\rangle$, and
\begin{equation}
P=\tfrac12\,nm\nu u_0^2=\frac{m\nu}{2ne^2}\,J_0^2,\qquad J_0=neu_0 ,
\label{eq:PJ}
\end{equation}
where $J_0$ is the amplitude of the conduction current density. At fixed $J_0$ and $n$ the heating rises in proportion to $\nu$, without a maximum. There is no conflict with \eqref{eq:P}: by \eqref{eq:u0}, keeping $u_0$ fixed requires a field that grows as $\sqrt{\nu^2+\omega^2}$. For the speed-independent $\nu$ assumed here, the statement ``more collisions, more heating'' is thus true at fixed current and density, and false at fixed field and density once $\nu>\omega$.

\subsection*{Numbers for an oxygen discharge}

Take round values for illustration: 13.56 MHz, gas at 300 K, electron density $n=10^{10}$ cm$^{-3}$, electron temperature $T_e$ of 3 eV, and a momentum-transfer rate coefficient $K=6\times10^{-8}$ cm$^3$/s, so that $\nu=KN$ in a gas of molecular density $N$. The field amplitude is 0.20 V/cm and the bulk is $L=4$ cm long. This field is too weak to sustain the discharge by itself: at 44 mTorr, ionization alone would cost electrons at 3 eV of the order of ten times the ohmic power found below. The absolute powers are therefore only illustrative. At fixed field they scale as $E_0^2$, while the pressure of the ohmic maximum does not depend on $E_0$. I keep $K$, $n$ and the temperatures fixed as the pressure changes.

The optimum requires $\nu=\omega=2\pi\times13.56\times10^6=8.52\times10^7$ s$^{-1}$. The gas density is then
\begin{equation}
N=\frac{\omega}{K}=\frac{8.52\times10^{7}}{6\times10^{-8}}\ \text{cm}^{-3}
=1.42\times10^{15}\ \text{cm}^{-3},
\end{equation}
and the ideal-gas law gives a pressure of 5.9 Pa, or 44 mTorr. With $E_0=20$ V/m and $n=10^{16}$ m$^{-3}$, equation \eqref{eq:max} gives
\begin{equation}
P_{\max}=\frac{10^{16}\,(1.602\times10^{-19}\times20)^2}
{4\,(9.11\times10^{-31})(8.52\times10^{7})}\ \text{W/m}^3
\approx331\ \text{W/m}^3=0.331\ \text{mW/cm}^3 .
\end{equation}
The velocity amplitude is $2.92\times10^6$ cm/s and the current density amplitude 4.68 mA/cm$^2$. An electron gains on average 2.42 meV per flight. The changes in single flights are much larger, with an rms value of about 0.12 eV. They go up or down, mainly through the term $mv_{0\parallel}\Delta v$ that averages to zero. The heating is the small mean gain, repeated $8.52\times10^7$ times per second.

The next table compares a fixed field of 0.20 V/cm with a fixed current density of 4.68 mA/cm$^2$.
\begin{center}
\begin{tabular}{rrrr}
$p$ (mTorr) & $\nu/\omega$ & $P$, fixed field & $P$, fixed current\\
 & & (mW/cm$^3$) & (mW/cm$^3$)\\[2pt]
10 & 0.227 & 0.143 & 0.075\\
44.1 & 1.000 & 0.331 & 0.331\\
100 & 2.267 & 0.244 & 0.750\\
200 & 4.534 & 0.139 & 1.500\\
500 & 11.334 & 0.058 & 3.749
\end{tabular}
\end{center}
At fixed field, 10 and 200 mTorr give nearly the same ohmic power, because $0.227\times4.534\approx1$. Half the maximum is reached at 11.8 and 165 mTorr. At fixed current the power rises fiftyfold between 10 and 500 mTorr, just as the pressure does.

\subsection*{When the collision frequency depends on speed}

Suppose instead that the cross section is constant, so that $\nu(v)\propto v$. Give a Maxwellian electron gas a small velocity kick $\delta$ along $z$. To first order the distribution is multiplied by $1+mv_z\delta/(k_BT_e)$. An electron keeps its velocity until its first collision, with probability $e^{-\nu(v)t}$, and contributes nothing on average afterwards. The mean velocity a time $t$ after the kick is $\delta R(t)$, with
\begin{equation}
R(t)=\left\langle\frac{mv_z^2}{k_BT_e}e^{-\nu(v)t}\right\rangle
=\left\langle\frac{mv^2}{3k_BT_e}e^{-\nu(v)t}\right\rangle ,
\end{equation}
where the average is over the Maxwellian and $v_z^2$ was replaced by its directional mean $v^2/3$. The rf field is a succession of kicks $-(eE_0/m)\cos\omega t'\,dt'$. Adding their effects gives
\begin{equation}
u(t)=-\frac{eE_0}{m}\int_0^\infty R(\tau)\cos\omega(t-\tau)\,d\tau .
\end{equation}
The part proportional to $\cos\omega t$ does the work. Since $\int_0^\infty e^{-\nu\tau}\cos\omega\tau\,d\tau=\nu/(\nu^2+\omega^2)$,
\begin{equation}
P=\frac{ne^2E_0^2}{2m}\left\langle\frac{mv^2}{3k_BT_e}\,
\frac{\nu(v)}{\nu(v)^2+\omega^2}\right\rangle .
\label{eq:speed}
\end{equation}
The weight $mv^2/(3k_BT_e)$ averages to one, so a constant $\nu$ restores \eqref{eq:P}. The fraction never exceeds $1/(2\omega)$, so within this weak-field Maxwellian model no speed dependence of $\nu$ can lift $P$ above $P_{\max}$.

For a constant cross section, numerical evaluation puts the maximum at a mean collision frequency of $0.781\,\omega$, with a height of 0.948 $P_{\max}$. The shift arises because the weight favours fast electrons, which collide more often: the weighted mean of $\nu$ is $\langle v^3\rangle m/(3k_BT_e\langle v\rangle)=4/3$ of the plain mean. It reaches $\omega$ when the plain mean is $0.75\,\omega$, close to the computed value. If the mean $\nu$ at each pressure is kept as before, the optimum moves from 44 to 34.5 mTorr.

\subsection*{Heating at the sheaths}

The mean thermal speed $\bar v$ is $1.16\times10^8$ cm/s, so at 44 mTorr the mean free path $\bar v/\nu$ is 1.36 cm. This is not small beside a 4 cm bulk: about one flight in six reaches a sheath before the next collision. To size the possible consequence, treat the sheath edge as a hard wall with velocity $w=u_0\cos\omega t$ towards the plasma, and suppose first that the electrons it meets have no mean velocity of their own. An electron approaching at speed $v$ leaves at $v+2w$ and gains
\begin{equation}
\tfrac12m\left[(v+2w)^2-v^2\right]=2mw(v+w).
\end{equation}
Such electrons hit at a rate proportional to $v+w$. The cycle average of $2mw(v+w)^2$ is $2m\cdot2v\langle w^2\rangle=2mvu_0^2$, because $w$ and $w^3$ average to zero. I neglect the few electrons slower than the wall, since $u_0/\bar v=0.025$. The incident flux is $n\bar v/4$, so one wall supplies $\tfrac12nm\bar vu_0^2$ per unit area, and two supply $nm\bar vu_0^2$. Relative to the ohmic heating $\tfrac12nm\nu u_0^2L$, this is
\begin{equation}
\frac{2\bar v}{\nu L}=0.68\quad\text{at }\nu=\omega .
\end{equation}
At 10 mTorr the mean free path is 6.0 cm, longer than the bulk, and the same estimate gives three times the ohmic heating.

This is a scale, not a prediction, and it cannot simply be added to the ohmic heating, which comes from a bulk that does oscillate with amplitude $u_0$. If the bulk electrons share the wall's oscillation, an electron with speed $v'$ relative to the bulk arrives at $v'-w$ and leaves at $v'+w$. It gains $2mv'w$, the hit rate is proportional to $v'$ alone, and the cycle average is zero. This assumes that the whole velocity distribution is shifted rigidly by $w$, which holds to first order in the field when $\nu$ does not depend on speed. In that case, in a uniform slab whose two walls move with the bulk, only the ohmic heating remains, and its maximum stays at $\nu=\omega$. With a speed-dependent $\nu$ the distribution is not rigidly shifted and the cancellation need not be complete. The numerical output also lists the maximum of the plain sum, at $0.529\,\omega$ or 23 mTorr; because that sum combines two incompatible assumptions, it should not be read as the maximum of the total heating.

A density that varies near the sheath is covered by neither estimate. The table therefore gives the ohmic term only, and the total heating of a real discharge can differ from it, above all at low pressure.

\subsection*{How this bears on a real reactor}

A capacitive oxygen discharge at 13.56 MHz can be run at 10 mTorr as well as at a few hundred mTorr, so both sides of the maximum are within reach. The value of 44 mTorr is no more certain than $K$: a rate coefficient 30\% larger would lower it to 34 mTorr, and the factor 0.781 found for a constant cross section would lower it further, to about 26.5 mTorr. The assumption that matters most is the fixed field. A reactor is set by its generator and matching network, and its bulk field, electron density and temperature all respond to pressure. If the current and density were held instead, the maximum would not shift but vanish in this model with a speed-independent $\nu$, as the table shows. Sheath heating is left open here: at 44 mTorr the two wall estimates give zero and 0.68 of the ohmic heating, and neither describes a real sheath.

Two other effects are small in this example. The displacement current is $3\times10^{-4}$ of the conduction current at the optimum, and being a quarter cycle out of phase with the field it does no net work. Oxygen also forms negative ions. Singly charged ions of mass $M$ and density $n_i$ that obey an equation like \eqref{eq:motion} absorb at most $n_ie^2E_0^2/(4M\omega)$. With an assumed total ion density of $21n$ and masses of at least 16 atomic mass units, this is at most $7.2\times10^{-4}$ of the electrons' $P_{\max}$. The indirect effect of negative ions, through the field and the electron density, is not included.

So before predicting how heating changes with pressure, ask what is held fixed. For ohmic heating at a given bulk field and electron density, compare $\nu$ with $\omega$: below it your first argument applies, above it your second. The turning point is exactly $\nu=\omega$ only for a speed-independent $\nu$; for a constant cross section it lies at a mean $\nu$ of $0.78\,\omega$. This rule covers the ohmic part only. Where the mean free path is not short beside the bulk, as at 44 mTorr and below in this example, the total heating of a real discharge requires treating the sheaths together with the bulk. The numerical output below lists the remaining values.

\section*{Computed results}
\begin{verbatim}
INPUTS (rough typical values, O2 discharge)
frequency = 13.56 MHz
gas temperature = 300 K
electron density = 1.0e+10 cm^-3
electron temperature = 3.0 eV
collision rate coefficient = 6.0e-08 cm^3/s
field amplitude = 0.20 V/cm
bulk length = 4.0 cm
GENERAL RESULTS
simulated peak at nu/omega = 1.000
half-peak at nu/omega = 0.268 and 3.732
phase lag at peak = 45.00 deg
Monte Carlo: nu/omega, power / formula power,
  gain per flight / its collisionless-limit value
  0.3  0.999  0.917
  1.0  1.000  0.500
  3.0  0.999  0.100
EXAMPLE AT THE PEAK
omega = nu = 8.520e+07 s^-1
gas density = 1.42e+15 cm^-3
pressure = 44.1 mTorr = 5.88 Pa
half-peak pressures = 11.8, 165 mTorr
power density = 0.331 mW/cm^3
velocity amplitude u0 = 2.92e+06 cm/s
excursion amplitude = 0.343 mm
current density amplitude = 4.68 mA/cm^2
mean energy gain per flight = 2.42 meV
TABLE: p (mTorr), nu/omega, P fixed field, P fixed current (mW/cm^3)
     5.0    0.113  0.0740  0.0375
    10.0    0.227  0.1426  0.0750
    20.0    0.453  0.2488  0.1499
    44.1    1.000  0.3307  0.3307
   100.0    2.267  0.2443  0.7497
   200.0    4.534  0.1391  1.4995
   500.0   11.334  0.0579  3.7486
NEGLECTED EFFECTS
constant cross section: peak at mean nu/omega = 0.781
  pressure there = 34.5 mTorr
  peak height / constant-nu height = 0.948
mean thermal speed = 1.16e+08 cm/s
u0 / mean thermal speed = 0.0252
mean free path at peak = 1.36 cm
hard-wall heating, two sheaths / ohmic = 0.68
  sum peaks at nu/omega = 0.529, pressure 23.3 mTorr
displacement / conduction current = 3.2e-04
assumed total ion / electron density = 21
ion heating / electron heating, at most = 7.2e-04
\end{verbatim}
